Decay of vacuum tunnelling current for a 4 eV barrier

**1. Two sets of numbers**

An electron meets a vacuum gap whose potential lies 4 eV above the electron's energy. Widening the gap from 5 Å to 6 Å divides its transmission probability by 7.762. This number is the same, to the digits shown, whether the electron's energy above the band bottom of the electrode is 2, 5 or 10 eV. Yet when the current between two broad flat electrodes, with a Fermi energy 5 eV above the band bottom, is summed over all directions of incidence, the same widening divides it by 9.26, and widening from 20 Å to 21 Å divides it by 8.16. The asymptotic form of the transmission for a wide gap explains the first number, and its first correction for flat electrodes accounts for the other two to within one per cent.

**2. The model**

The electrodes are identical, the electron has the free mass m, and the barrier is rectangular, occupying 0 < x < d. Energies are measured from the band bottom. An electron at normal incidence has energy E, and the potential in the gap is E + φ, so φ is the barrier height above the electron's energy. Rounding of the barrier by image forces is left out.

In the gap the Schrödinger equation reads

−(ħ²/2m) ψ″ + (E + φ) ψ = E ψ.

Subtracting Eψ from both sides removes E:

ψ″ = κ² ψ,  κ = √(2mφ)/ħ.

The decay constant therefore depends on φ and not on E separately. In the electrodes ψ″ = −k²ψ with k = √(2mE)/ħ.

**3. Transmission through the gap**

Let the transmitted wave be exp[ik(x − d)], with unit amplitude. At the exit face it has ψ(d) = 1 and ψ′(d) = ik. Since ψ and ψ′ are continuous, the solution in the gap is

ψ(x) = cosh κ(x − d) + (ik/κ) sinh κ(x − d).

At the entry face, with C = cosh κd and S = sinh κd,

ψ(0) = C − (ik/κ) S,
ψ′(0) = −κ S + ik C.

To the left the wave is A exp(ikx) + B exp(−ikx), so ψ(0) = A + B and ψ′(0)/(ik) = A − B. Half the sum of these gives the incident amplitude. Because −κ/(ik) = iκ/k,

A = ½[C − i(k/κ)S + C + i(κ/k)S] = C + (i/2)(κ/k − k/κ) S.

The squared modulus, with C² = 1 + S², is

|A|² = 1 + S²[1 + ¼(κ/k − k/κ)²] = 1 + ¼(κ/k + k/κ)² S².

The last step uses (a − b)² + 4ab = (a + b)² with ab = 1. Since κ² and k² are proportional to φ and E with the same factor,

(κ/k + k/κ)² = (κ² + k²)²/(k²κ²) = (E + φ)²/(Eφ).

The electron has the same speed on both sides, so the transmission probability is T = 1/|A|²:

T = 1 / [1 + (E + φ)² sinh²(κd)/(4Eφ)].

**4. The opaque limit**

Define P = 16Eφ/(E + φ)², so that (E + φ)²/(4Eφ) = 4/P, and write sinh²(κd) = [exp(2κd) − 2 + exp(−2κd)]/4. Then

1/T = (1/P) exp(2κd) [1 + (P − 2) exp(−2κd) + exp(−4κd)].

Since (E + φ)² ≥ 4Eφ, P lies between 0 and 4, and |P − 2| does not exceed 2. The condition exp(−2κd) ≪ 1 is therefore sufficient for

T ≈ P exp(−2κd).

The prefactor P describes the matching of waves at the two faces and does not contain d.

One such channel carries a current set by T. In an energy interval dE, the electrons moving towards the gap deliver 2v dk/(2π) per unit time, where 2 counts spin and v = (1/ħ) dE/dk. This equals 2 dE/h, with h = 2πħ. At low temperature a bias V leaves a window of width eV in which states are filled on one side and empty on the other. If T hardly changes across that window,

I = (2e²/h) V T.

The prefactor P hardly changes if eV and the thermal energy are small compared with both E and φ. The exponent sets a further condition. Changing φ by a small amount δ changes 2κd by κdδ/φ, because κ is proportional to √φ. Both eV and the thermal energy must therefore be small compared with φ/(κd), which is stricter than being small compared with φ when κd > 1.

At fixed V, opening the gap by Δ gives

I(d)/I(d + Δ) = exp(2κΔ).

Both P and d have cancelled, which is why the three electron energies in section 1 share one ratio.

**5. The numbers for 4 eV**

With φ = 6.4087 × 10⁻¹⁹ J,

κ = √(2 × 9.10938 × 10⁻³¹ kg × 6.4087 × 10⁻¹⁹ J) / (1.05457 × 10⁻³⁴ J s) = 1.0246 × 10¹⁰ m⁻¹.

The current decays with 2κ = 2.0493 × 10¹⁰ m⁻¹. For Δ = 1 Å = 10⁻¹⁰ m the exponent is 2.0493, and

exp(2.0493) = 7.76.

This is the nearly eightfold reduction. The current falls by a factor e in 1/(2κ) = 0.488 Å and by a factor of ten in ln 10/(2κ) = 1.124 Å. An increase of 0.1 Å lowers it by 18.5 % of its initial value.

The opaque condition holds well at 5 Å, where exp(−2κd) = 3.549 × 10⁻⁵. For E = 5 eV, P = 16 × 5 × 4/81 = 3.951, so T ≈ 3.951 × 3.549 × 10⁻⁵ = 1.402 × 10⁻⁴. Direct numerical integration of the Schrödinger equation gives the same value to these four digits.

The eightfold figure belongs to rectangular barriers near 4 eV; section 9 notes how image forces reduce it at gaps of a few angstroms. The exponent grows as √φ, and the ratio for one angstrom is 5.90 at 3 eV and 9.89 at 5 eV.

**6. The opposite limit: a very thin gap**

When κd ≪ 1, sinh κd ≈ κd. If (E + φ)²(κd)²/(4Eφ) is also small compared with one, which is the stricter condition because (E + φ)² ≥ 4Eφ, then

T ≈ 1 − (E + φ)²(κd)²/(4Eφ).

The transmission now starts from one and falls quadratically, because sinh²(κd) begins as (κd)². For E = 5 eV, opening the gap from 0.5 Å to 1.5 Å takes T from 0.775 to 0.167, a ratio of 4.64 instead of 7.76. The opaque formula would give 1.42 and 0.183 at these two gaps. The first exceeds one, which is impossible for a probability, and is 1.8 times the correct value. The second is only about 9 % too high, so most of the failure comes from the thinner gap. These values illustrate the mathematics of the model; a rectangular barrier is not a realistic picture of electrodes half an angstrom apart.

**7. First correction: broad flat electrodes**

Flat faces conserve the wavevector q parallel to them, so each q is a separate channel of the kind treated above. Per unit area there are d²q/(2π)² = q dq/(2π) channels, and the current density is

J = (2e²V/h) (1/2π) ∫ q T dq.

All these electrons have total energy E_F, the Fermi energy above the band bottom. The part ε = ħ²q²/(2m) belongs to the parallel motion, which leaves E_F − ε for the normal motion. The top of the barrier stays at E_F + φ, so an oblique electron meets the higher barrier φ + ε. With q dq = m dε/ħ²,

J = (2e²V/h) (m/2πħ²) ∫₀^{E_F} T(ε) dε.

From here on κ denotes the value at normal incidence. For ε ≪ φ,

2κd √(1 + ε/φ) ≈ 2κd + κdε/φ.

Oblique electrons are thus suppressed by exp(−κdε/φ), and those that matter have ε of order φ/(κd). For a wide gap this is small compared with E_F, so the upper limit may be moved to infinity and P kept at its value for ε = 0:

∫ T dε ≈ P exp(−2κd) φ/(κd).

The current density is proportional to exp(−2κd)/d. A wider gap weakens every channel and also narrows the range of directions that contribute. The ratio becomes

J(d)/J(d + Δ) ≈ exp(2κΔ) (1 + Δ/d).

At 5 Å this gives 7.762 × 1.20 = 9.31, and at 20 Å it gives 7.762 × 1.05 = 8.15. Numerical summation over q with E_F = 5 eV gives 9.26 and 8.16. The single-channel value 7.76 is approached slowly, since the excess falls only as 1/d.

**8. What remains after the first correction**

The leading estimate is slightly high at 5 Å and slightly low at 20 Å. The change of sign can be traced by evaluating the integral of the opaque formula in full. Put u = √(1 + ε/φ), so that dε = 2φu du. For φ = 4 eV and E_F = 5 eV, the prefactor relative to its value at ε = 0 is

(1 − ε/E_F)(1 + ε/φ) = (1.8 − 0.8u²)u².

Let x = κd. The upper limit ε = E_F corresponds to u = 1.5, and

∫ T dε = 2φ P exp(−2x) ∫₁^{1.5} f(u) exp[−2x(u − 1)] du,  f(u) = 1.8u³ − 0.8u⁵.

Repeated integration by parts ends after the fifth derivative of f. At u = 1 the function and its five derivatives are 1, 1.4, −5.2, −37.2, −96 and −96. The lower limit therefore gives φP exp(−2x)/x times

G = 1 + 1.4/(2x) − 5.2/(2x)² − 37.2/(2x)³ − 96/(2x)⁴ − 96/(2x)⁵.

At 20 Å, 2x = 41.0, and the first term after the 1 dominates the rest. It decreases as the gap widens. With the smaller terms included, G falls from 1.0305 at 20 Å to 1.0292 at 21 Å, which raises the ratio by about 0.1 % and turns 8.15 into 8.16.

At 5 Å, 2x = 10.25, and the successive terms are +0.137, −0.050, −0.035, −0.009 and −0.001. The negative terms cancel much of the positive one and change faster with d. The sum is G = 1.043 at 5 Å and 1.055 at 6 Å. The upper limit, where f vanishes but its derivatives do not, adds 0.007 and 0.002. With one more digit the totals are 1.0504 and 1.0570, and their quotient 0.9938 turns the leading estimate 7.762 × 1.20 = 9.314 into 9.26. Keeping the 1.4/(2x) term alone would have given about 9.5, which is worse than the leading estimate. At this gap the next term should not be added without those that follow it.

**9. Reading a barrier height from the slope**

For a single opaque channel d ln I/dd = −2κ. Since φ = ħ²κ²/(2m),

φ = (ħ²/8m) (d ln I/dd)².

Applied to the single-channel ratio between 5 Å and 6 Å, this returns 4.000 eV. Applied without correction to the flat-electrode ratio, it gives 4.72 eV, which is 18 % above the true barrier of the model. The barrier at normal incidence is still 4 eV. The excess arises because oblique electrons meet the higher barrier φ + ε and decay faster, which is also why the range of directions narrows as the gap widens. Within this model, multiplying the current by d before taking the slope removes the leading part of this error, provided that the absolute gap is known and the electrodes are flat over the area that carries the current. In a real gap the image forces left out in section 2 lower the barrier by an amount that depends on d. The effect is not small. Between two flat metal faces the classical image potential lowers the middle of the gap by e² ln 2/(4πε₀d), which is 2.0 eV at 5 Å, half the barrier. Near each face it varies as −e²/(16πε₀x), so its integral across the gap grows as ln d. To first order this multiplies the current by d raised to the power (κ/φ)e²/(8πε₀), about 1.8 for 4 eV. The change of slope is therefore also of order 1/d, but it is larger than the flat-electrode correction and opposite in sign. The apparent barrier then falls below φ instead of above it, and multiplying by d moves it further from φ. A measured slope does not give the barrier height directly, and the ratios 7.76 and 9.26 at 5 Å belong to the rectangular model, not to a real vacuum gap. A sharp tip facing a surface requires a different sum over channels, so the factor 1/d derived here should not be carried over to it.

The main numerical results are collected in the output below. The opaque-formula values in section 6 and the terms of the series in section 8 follow from the formulas given there.

Calculated quantities

```
electron mass                         9.10938e-31 kg
reduced Planck constant               1.05457e-34 J s
one electronvolt                      1.60218e-19 J
barrier height phi                    4.0 eV
barrier height phi                    6.4087e-19 J
electron energy E_F                   5.0 eV
first gap                             5.00e-10 m
second gap                            6.00e-10 m
kappa                                 1.0246e+10 1/m
current decay constant 2*kappa        2.0493e+10 1/m
current decay length 1/(2*kappa)      4.880e-11 m
exponent for one angstrom             2.0493
exponential ratio for one angstrom    7.762
exp(-2*kappa*d) at first gap          3.549e-05
opaque prefactor 16*E*phi/(E+phi)^2   3.951
numerical T at first gap              1.4019e-04
numerical T at second gap             1.8061e-05
numerical ratio, E =  2.0 eV           7.762
numerical ratio, E =  5.0 eV           7.762
numerical ratio, E = 10.0 eV           7.762
numerical ratio, phi = 3.0 eV          5.897
numerical ratio, phi = 4.0 eV          7.762
numerical ratio, phi = 5.0 eV          9.886
current drop for 0.1 angstrom         18.5 %
gap change for a factor of ten        1.124e-10 m
phi from single-channel slope         4.000 eV
T at gap 0.5 angstrom                 0.775
T at gap 1.5 angstrom                 0.167
ratio, gap 0.5 to 1.5 angstrom        4.64
flat electrodes, from  5.0 angstrom: ratio 9.26, leading estimate 9.31
flat electrodes, from 20.0 angstrom: ratio 8.16, leading estimate 8.15
phi from uncorrected flat slope       4.72 eV
```
